# Thiele Modulus and Steady Precursor Depletion in a Circular Hole

## 1. A small probability with a large effect

A hole is 500 Å wide and 50000 Å deep. A precursor molecule that hits its wall sticks with probability $10^{-4}$. Nevertheless, the steady gas density at the bottom is only about 34 % of the density at the mouth. Why does a loss of one molecule in ten thousand hits lower the density there by two thirds?

The answer lies in the number of hits. A molecule that wanders down a narrow hole crosses it many times, and the number of crossings grows as the square of the aspect ratio. The competition between this wandering and the loss at the wall is measured by one number, the Thiele modulus.

## 2. Model and conventions

The hole is a straight circular cylinder of diameter $d$ and depth $L$, with aspect ratio $a=L/d$. The coordinate $z$ runs from the mouth, $z=0$, to the closed bottom, $z=L$. The assumptions are these.

- Molecules collide with the wall and not with each other (Knudsen regime).
- A molecule that does not stick leaves the wall in a random direction given by the cosine law, with thermal speed, and without memory of its arrival.
- Each hit leads to sticking with the same probability $s$. The loss is then of first order in the gas density $n$.
- The hole is long, $a\gg1$, and sticking is weak, $s\ll1$.
- The density at the mouth is held at $n_0$, and the bottom is at first taken as inert.

The Thiele modulus $h$ is defined by
$$h^2=\frac{kL^2}{D},$$
where $k$ is the loss rate per molecule and $D$ the diffusivity along the hole. The claim is that, to leading order in this regime, $h=a\sqrt{3s}$. The formulas contain no physical constants, so they read the same in atomic units as in any other consistent units.

## 3. One flight across the hole

Let $\theta_w$ be the angle between the direction of departure and the inward wall normal. The cosine law gives the probability $\cos\theta_w\,d\Omega/\pi$ for the solid angle $d\Omega$.

It is convenient to measure directions from the axis of the hole. Let $\alpha$, between $0$ and $\pi$, be the angle to the axis, and let $\varphi$, between $-\pi/2$ and $\pi/2$, be the angle between the normal and the projection of the direction on the cross-section. Then $\cos\theta_w=\sin\alpha\cos\varphi$ and $d\Omega=\sin\alpha\,d\alpha\,d\varphi$, so the probability is
$$dP=\frac1\pi\sin^2\!\alpha\,\cos\varphi\,d\alpha\,d\varphi .$$
It is normalized, since $\int\sin^2\alpha\,d\alpha=\pi/2$ and $\int\cos\varphi\,d\varphi=2$.

Seen along the axis, the flight is a chord of a circle of diameter $d$. A chord at angle $\varphi$ to the normal has length $d\cos\varphi$. This is the projection of the path $\ell$, hence $\ell\sin\alpha=d\cos\varphi$. The axial jump is $\zeta=\ell\cos\alpha$. Therefore
$$\ell=\frac{d\cos\varphi}{\sin\alpha},\qquad \zeta=d\cos\varphi\,\frac{\cos\alpha}{\sin\alpha}.$$

The mean path is
$$\langle\ell\rangle=\frac d\pi\int_{-\pi/2}^{\pi/2}\!\cos^2\!\varphi\,d\varphi\int_0^\pi\!\sin\alpha\,d\alpha=\frac d\pi\cdot\frac\pi2\cdot2=d .$$
The mean jump vanishes, because $\alpha\to\pi-\alpha$ reverses $\zeta$ and leaves $dP$ unchanged. In the mean square jump the factor $\sin^2\alpha$ cancels:
$$\langle\zeta^2\rangle=\frac{d^2}\pi\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi\int_0^\pi\!\cos^2\!\alpha\,d\alpha=\frac{d^2}\pi\cdot\frac43\cdot\frac\pi2=\frac{2d^2}{3}.$$

Sampled flights gave a mean path of $0.999\,d$, and an integration of the jump distribution gave $0.666667\,d^2$ for the mean square jump.

## 4. From flights to a diffusivity

Fast molecules cross a surface more often than slow ones, so the speeds of molecules leaving the wall are weighted by $v$. If $f(v)$ is the normalized speed distribution in the gas and $\bar v$ its mean speed, the departing molecules have the distribution $vf(v)/\bar v$. Their mean inverse speed is
$$\left\langle\frac1v\right\rangle=\int_0^\infty\frac1v\,\frac{v f(v)}{\bar v}\,dv=\frac1{\bar v}.$$
Speed and direction are independent, so the mean duration of a flight is
$$\tau=\langle\ell\rangle\left\langle\frac1v\right\rangle=\frac d{\bar v}.$$

After a long time $t$ a molecule that has not stuck has made about $t/\tau$ flights. Its displacement is the sum of its jumps. The cross terms in the squared displacement average to zero: the sign of each jump is random and independent of how long any flight lasts. What remains is
$$\langle z^2\rangle\simeq\frac t\tau\langle\zeta^2\rangle .$$
Diffusion along a line obeys $\langle z^2\rangle=2Dt$, and thus
$$D=\frac{\langle\zeta^2\rangle}{2\tau}=\frac12\cdot\frac{2d^2}{3}\cdot\frac{\bar v}d=\frac{d\,\bar v}{3}.$$

A timed random walk of 20000 molecules gave 0.986 times this value. The sampling error of such a walk is about 1 %. The walk also lasts only about 640 flight times, which cuts off the longest flights and lowers the expected value by about 0.75 %. The two therefore agree within the accuracy of the test.

## 5. Loss at the wall

In a nearly isotropic gas, the number of hits per unit wall area and time is
$$n\bar v\,\frac1{4\pi}\int_0^{2\pi}\!d\psi\int_0^{\pi/2}\!\cos\theta_w\sin\theta_w\,d\theta_w=n\bar v\cdot\frac{1}{4\pi}\cdot2\pi\cdot\frac12=\frac{n\bar v}4,$$
with $\psi$ the azimuth about the normal. Weak sticking is needed here, since a strongly absorbing wall sends few molecules back and the gas near it is not isotropic.

A slice of thickness $dz$ has wall area $\pi d\,dz$ and volume $(\pi d^2/4)\,dz$. Their ratio is $4/d$. The loss per unit volume is therefore
$$s\,\frac{n\bar v}4\cdot\frac4d=\frac{s\bar v}d\,n,\qquad\text{so}\qquad k=\frac{s\bar v}d=\frac s\tau .$$
The last form is a check: a molecule hits the wall once per mean flight time and sticks with probability $s$.

## 6. The steady balance

The flux along the hole is $J=-D\,dn/dz$. In the steady state, the excess of what enters a slice over what leaves it equals the loss to the wall, so $-dJ/dz=kn$. Hence
$$D\frac{d^2n}{dz^2}=kn,\qquad \frac{d^2n}{dz^2}=\frac{s\bar v}{d}\cdot\frac{3}{d\,\bar v}\,n=\frac{3s}{d^2}\,n .$$

The mean speed has cancelled. A faster molecule diffuses faster and hits the wall more often in the same proportion. Temperature and molecular mass can therefore enter the steady profile only through $s$.

The equation contains the decay length $d/\sqrt{3s}$. With $x=z/L$ it becomes
$$\frac{d^2n}{dx^2}=h^2n,\qquad h^2=\frac{3sL^2}{d^2}=3sa^2,\qquad h=a\sqrt{3s}.$$

There is a direct reading of $h^2$. The time to diffuse over the depth is of order $L^2/D$, and in this time a molecule makes
$$\frac{L^2/D}{\tau}=\frac{3L^2}{d\,\bar v}\cdot\frac{\bar v}d=3a^2$$
hits. Multiplied by $s$, this is $h^2$. For $a=100$ there are 30000 hits in the time $L^2/D$, and with $s=10^{-4}$ they would bring about 3 sticking events. This is an order of magnitude, since the mean time for a passage between mouth and bottom is only a fraction of $L^2/D$. Sticking on the way is thus neither rare nor certain, which resolves the opening puzzle.

## 7. Profile and uptake

The general solution is
$$n=A\cosh[h(1-x)]+B\sinh[h(1-x)].$$
An inert bottom passes no flux, so $dn/dx=0$ at $x=1$. The derivative there is $-hB$, which gives $B=0$. The condition $n(0)=n_0$ then fixes $A=n_0/\cosh h$, and
$$\frac{n(x)}{n_0}=\frac{\cosh[h(1-x)]}{\cosh h},\qquad \frac{n(1)}{n_0}=\frac1{\cosh h}.$$

The local uptake of the wall is proportional to $n$. Its mean over the depth, relative to its value at the mouth, is
$$\eta=\int_0^1\frac{\cosh[h(1-x)]}{\cosh h}\,dx=\frac{\sinh h}{h\cosh h}=\frac{\tanh h}h .$$
For constant $s$, $\eta$ is the mean coating rate divided by the rate at the mouth, as long as the film is too thin to narrow the hole noticeably.

**Small $h$.** Expansion gives $1/\cosh h\simeq1-h^2/2$ and $\eta\simeq1-h^2/3$. The hole is supplied almost evenly.

**Large $h$.** Now $\cosh h\simeq e^h/2$, so the diffusion equation gives the bottom density $2n_0e^{-h}$, while $\eta\simeq1/h$. The total uptake is proportional to $L\eta\simeq L/h=d/\sqrt{3s}$. It no longer depends on the depth, because the gas is used up within a few decay lengths of the mouth. The exponential for the bottom density has a limited range, however. Some molecules fly from the mouth straight to the bottom, and their share of the flux, about $1/(4a^2)$, does not fall exponentially. For $a=100$ it equals $2e^{-h}$ near $h=11$, but the exponential fails well before that. The largest single reason is that these molecules are re-emitted many times before they stick. They act as a source $n_0\bar v/(16a^2)$ per area at the bottom, which spreads over a decay length, so $Dnh/L=n_0\bar v/(16a^2)$ and $n/n_0\simeq3/(16ah)$. This is larger than $1/(4a^2)$ by the factor $3a/(4h)$ and equals $2e^{-h}$ near $h=9$. Long flights from the mouth and from the upper wall to the lower wall add to it. For $a=100$ the free-flight balance of section 10 lies about 8 % above $1/\cosh h$ at $h=6$ and about 65 % above it at $h=8$.

**Hole open at both ends.** If both mouths are held at $n_0$, the profile is symmetric and no flux crosses the middle plane. Each half is then a closed hole of depth $L/2$, with modulus $h/2$.

**Required evenness.** If the bottom density must be at least a fraction $\rho$ of $n_0$, then $\cosh h\le1/\rho$, or
$$s\le\frac{[\operatorname{arcosh}(1/\rho)]^2}{3a^2}.$$
In the diffusion limit, doubling the aspect ratio lowers the permitted sticking probability by a factor of four. For moderate depletion, as in section 10, the bottom density at finite aspect ratio is somewhat lower than the law gives, so the permitted value is somewhat smaller too. For very small $\rho$ the law is not reliable, because $h$ is then large and long flights can raise the bottom density above it.

## 8. A bottom that also reacts

Let the bottom have the same sticking probability as the wall. The flux arriving there must equal the loss:
$$-D\left.\frac{dn}{dz}\right|_{L}=\frac{s\bar v}4\,n(L).$$
From the general solution, $dn/dz=-hB/L$ and $n=A$ at the bottom. The two minus signs cancel, so $DhB/L=s\bar vA/4$. With $D=d\bar v/3$,
$$r\equiv\frac BA=\frac{s\bar vL}{4Dh}=\frac{3sa}{4h}=\frac{\sqrt{3s}}4 .$$
The condition at the mouth now reads $n_0=A(\cosh h+r\sinh h)$, and therefore
$$\frac{n(1)}{n_0}=\frac1{\cosh h+r\sinh h}.$$
Since $r$ is small for weak sticking, the bottom matters little. Its area is a small part of the whole surface of a long hole.

## 9. Worked example

The parameters are round model values and describe no particular material: $d=500$ Å, $L=50000$ Å, $s=10^{-4}$, gas density $n_0=10^{-9}$ Å$^{-3}$ and collision diameter $\sigma=6$ Å.

The mean free path between collisions in the gas is
$$\lambda=\frac1{\sqrt2\,\pi\sigma^2n_0}=\frac1{\sqrt2\,\pi\cdot36\cdot10^{-9}}\ \text{Å}\approx6.25\times10^6\ \text{Å}.$$
This is about 12500 diameters, so the Knudsen assumption holds well. The modulus and the decay length are
$$h=100\sqrt{3\times10^{-4}}=1.732,\qquad \frac d{\sqrt{3s}}=\frac{500\ \text{Å}}{0.01732}\approx2.89\times10^4\ \text{Å},$$
the latter being $5.46\times10^4$ bohr. The hole is 1.73 decay lengths deep.

The density falls to $0.676\,n_0$ at one quarter of the depth, $0.480\,n_0$ at one half, $0.376\,n_0$ at three quarters and $0.343\,n_0$ at the bottom. The profile is steepest at the mouth, where the flux must supply the whole wall below. The mean uptake is $\eta=0.542$.

For a reactive bottom, $r=0.0043$, and the bottom density changes from $0.3431\,n_0$ to $0.3417\,n_0$, a relative change of 0.4 %. A finite-volume solution, built from the perimeter and area of the hole, reproduces both values and does so at two different mean speeds.

## 10. How good is the diffusion limit?

The diffusion equation can be compared with a balance that does without it. The wall is divided into narrow rings, and each ring exchanges molecules by free flight with all other rings, the bottom and the mouth. The mouth sends in a fixed flux, and the bottom sticks like the wall. In the table $h=1.732$ throughout. The hit fluxes are relative to the flux entering at the mouth, and the deviations are relative to $1/\cosh h$ and $\tanh h/h$.

| $a$ | $s$ | lowest ring | wall mean | deviations |
|---|---|---|---|---|
| 25 | $1.6\times10^{-3}$ | 0.315 | 0.504 | −8.3 %, −7.0 % |
| 50 | $4\times10^{-4}$ | 0.327 | 0.521 | −4.6 %, −3.9 % |
| 100 | $10^{-4}$ | 0.334 | 0.531 | −2.5 %, −2.2 % |

The sticking probability varies by a factor of 16, yet the results approach common values. This is the sense in which $h$ controls the depletion. At finite $a$ the profile still depends weakly on $a$ itself. The table was computed with rings of width $0.05\,d$, and its last digit is not converged: finer rings lower the fluxes by up to $2\times10^{-4}$, and the deviations tend to −8.4, −4.7 and −2.6 % at the lowest ring and −7.0, −4.0 and −2.2 % for the mean.

Part of the deviation comes from the mouth. In a diffusing gas the inward one-sided flux is approximately $n\bar v/4+J/2$. Setting this equal to the supplied flux $n_0\bar v/4$ gives $n(0)\simeq n_0-2J/\bar v$. The cosh profile has $J=Dn_0h\tanh h/L$ at the mouth, so the estimated relative deficit is
$$\frac{2J}{n_0\bar v}=\frac{2h\tanh h}{3a}.$$
Since $h\tanh h=h^2\eta=3\times0.542$, this is about 1.1 % for $a=100$. The reactive bottom adds 0.4 %. Together these rough estimates give 1.5 %, which is less than the 2.6 % found at the bottom with fine rings. They show the order of magnitude of the deviation and do not explain it in full.

The limit needs both weak sticking and a long hole. With $s=0.5$ and $a=1.414$ neither condition is met. The modulus is again 1.732, but the hit flux is 0.115 on the lowest ring and about 0.18 on the bottom disc itself. The diffusion equation gives 0.343 for an inert bottom and 0.266 for a bottom that sticks like the wall, as it does here. The decay length would be $d/\sqrt{1.5}$, which equals the root mean square axial jump $\sqrt{2/3}\,d$ of a single flight. A diffusion equation, which describes the sum of many jumps, cannot be trusted on that scale.

## 11. When the sites fill up

In atomic layer deposition the surface saturates. Let $\theta$ be the fraction of occupied sites and $N$ the number of sites per area, and replace $s$ by $s(1-\theta)$. Then
$$\frac{\partial n}{\partial t}=D\frac{\partial^2n}{\partial z^2}-k(1-\theta)n,\qquad N\frac{\partial\theta}{\partial t}=\frac{s\bar v}4(1-\theta)n .$$
Measure time by $T=tD/L^2$ and density by $u=n/n_0$. In the second equation the prefactor becomes
$$\frac{L^2}D\cdot\frac{s\bar vn_0}{4N}=\frac{3L^2}{d\bar v}\cdot\frac{s\bar vn_0}{4N}=3sa^2\cdot\frac{n_0d}{4N}=h^2g,\qquad g=\frac{n_0d}{4N}.$$
The two equations are now
$$\frac{\partial u}{\partial T}=\frac{\partial^2u}{\partial x^2}-h^2(1-\theta)u,\qquad \frac{\partial\theta}{\partial T}=h^2g(1-\theta)u .$$
Here $g$ is the number of gas molecules that fill the hole at density $n_0$, divided by the number of wall sites.

On a bare surface, deviations from the steady profile vanish at the mouth and have zero slope at the bottom. The slowest is $\sin(\pi x/2)$, which decays at the rate $\pi^2/4+h^2$ in units of $D/L^2$. If $h^2g\ll1$, the gas settles long before the coverage changes, and the cosh profile holds as long as $h^2gT\ll1$.

With $N=0.03$ Å$^{-2}$ the example has
$$g=\frac{10^{-9}\cdot500}{4\cdot0.03}\approx4.2\times10^{-6},\qquad h^2g=1.25\times10^{-5}.$$
At $T=5$ the computed bottom density is $0.343\,n_0$, the steady value, while the coverage next to the mouth is only $6\times10^{-5}$. At $T=1.6\times10^5$ that coverage has reached 0.86 and the bottom density has risen to $0.658\,n_0$. The occupied wall near the mouth consumes less, and more gas passes down.

The law $h=a\sqrt{3s}$ with constant $s$ thus describes the early part of a dose. It does not give the final film thickness: in this model every site is filled in the end if the dose is long enough. The numerical output follows below.

## Values computed for the example and the checks

```
hole diameter d = 500 angstrom
hole depth L = 50000 angstrom
aspect ratio a = 100 (no unit)
sticking probability s = 1.0e-04 (no unit)
gas density n0 = 1.0e-09 angstrom^-3
collision diameter = 6.0 angstrom
site density N = 0.030 angstrom^-2
mean free path = 6.252e+06 angstrom
mean free path / d = 1.250e+04 (no unit)
sampled mean flight path / d = 0.9989 (no unit)
mean square axial jump / d^2 = 0.666667 (no unit)
random-walk D / (d vbar/3) = 0.986 (no unit)
Thiele modulus h = 1.7321 (no unit)
decay length = 28868 angstrom
decay length = 54552 bohr
n/n0 at x = 0.25: 0.6757 (no unit)
n/n0 at x = 0.50: 0.4800 (no unit)
n/n0 at x = 0.75: 0.3758 (no unit)
n/n0 at inert bottom, law = 0.34310 (no unit)
n/n0 at inert bottom, finite volume = 0.34310 (no unit)
mean uptake / mouth uptake, law = 0.54230 (no unit)
mean uptake, finite volume = 0.54230 (no unit)
reactive-bottom parameter r = 0.00433 (no unit)
n/n0 at reactive bottom, law = 0.34171 (no unit)
n/n0 at reactive bottom, finite volume = 0.34171 (no unit)
free-flight model, same h; hit flux relative to mouth (no unit):
  a = 25, s = 1.60e-03: bottom 0.3145, mean 0.5042
    deviation from law: bottom -8.33 %, mean -7.02 %
  a = 50, s = 4.00e-04: bottom 0.3272, mean 0.5210
    deviation from law: bottom -4.62 %, mean -3.94 %
  a = 100, s = 1.00e-04: bottom 0.3345, mean 0.5305
    deviation from law: bottom -2.52 %, mean -2.17 %
strong sticking s = 0.5, a = 1.414: bottom 0.1154 (no unit)
gas-to-site ratio g = 4.167e-06 (no unit)
quasi-steady parameter h^2 g = 1.250e-05 (no unit)
early time = 5.0 L^2/D
  bottom n/n0 = 0.3431, mouth coverage = 6.16e-05 (no unit)
late time = 1.600e+05 L^2/D
  bottom n/n0 = 0.6578, mouth coverage = 0.8622 (no unit)
```
